# Comment on Kittel stripe widths in capacitors with perfect electrodes

**The argument under review**

A ferroelectric film of thickness $d=100$ nm fills a capacitor with perfect, shorted electrodes. Its polarization is $\pm P$ along the film normal $z$, and a 180 degree wall costs an energy $s$ per wall area. The argument takes Kittel's law, $w\propto\sqrt d$, with the constant that belongs to a bare film, obtains stripes about 6 nm wide, and concludes that the capacitor at rest is filled with them. The electrodes enter only as the means of applying a voltage.

Kittel's law balances two energies. The first is the wall energy. Stripes of equal width $w$ have one wall per length $w$, and each wall has area $d$ per unit length along the stripe, so the film carries a wall energy $sd/w$ per unit area. The second is the stray-field energy $f(w)$, which must rise with $w$ to oppose the first. The question is what the electrodes leave of $f(w)$.

**Ideal contact**

Let the spontaneous part $P(x)$ be rigid and the remaining response linear, with in-plane and normal permittivities $e_x$ and $e_z$. The normal displacement is then $D_z=\varepsilon_0e_zE_z+P(x)$. Walls are straight, of zero width, and run from face to face. The stray energy is $\tfrac12\int\varepsilon_0\,\mathbf E\cdot e\,\mathbf E\,dV$, which includes the energy stored in the linear response.

Since $P$ points along $z$ and depends on $x$ alone, $\nabla\cdot\mathbf P=0$ inside the film. Its bound charge lies on the two faces, directly on the metal. The potential $\phi=0$ therefore satisfies both the field equation in the film and the condition $\phi=0$ on the plates, and the solution of this boundary problem is unique. Hence $\mathbf E=0$, $f=0$ and

$$F(w)=\frac{sd}{w},\qquad \frac{dF}{dw}=-\frac{sd}{w^2}<0 .$$

The plates carry free charge that cancels the bound charge point by point, whatever the pattern. There is no optimum width, and a single domain, with no walls, is lowest. Take model parameters $P=0.3$ C/m² and $s=10$ mJ/m². Stripes of 6.05 nm then cost $10\times100/6.05\approx165$ mJ/m², stripes ten times wider cost 16.5 mJ/m², and nothing is paid back.

The energy depends on the number of walls but not on their positions. Shifting one wall at zero voltage changes nothing; energy is gained when walls are removed. A stripe pattern left by the film's history thus feels no electrostatic force in this model, but its width is not an equilibrium width.

Two conditions matter here.

- *The plates are shorted.* If they are isolated and carry no net charge, a uniform field $E$ may appear. Zero total charge requires $\varepsilon_0e_zE+\langle P\rangle=0$, so the energy per area is
$$\tfrac12\varepsilon_0e_zE^2d=\frac{\langle P\rangle^2d}{2\varepsilon_0e_z}.$$
This penalizes net polarization and can favour equal amounts of up and down, but it does not contain $w$. Two broad domains serve as well as many narrow ones, with fewer walls.
- *The walls cross the whole film.* If a domain ends inside, $\nabla\cdot\mathbf P\neq0$ there. Then $\mathbf E=0$ would contradict $\nabla\cdot\mathbf D=0$, and a field energy remains even with ideal plates.

**Imperfect contact**

The argument might be rescued by saying that no contact is ideal. To see how far this helps, place a layer of thickness $h$ and isotropic permittivity $e_d$ between each face and its shorted electrode. The square wave of polarization is

$$P(x)=\sum_{n\ \mathrm{odd}}P_n\sin kx,\qquad P_n=\frac{4P}{n\pi},\quad k=\frac{n\pi}{w}.$$

The face charges at $z=\pm d/2$ are $\pm P(x)$, so $\phi$ is odd in $z$. In the film, $\phi\propto\sinh(\kappa z)$ with $e_z\kappa^2=e_xk^2$. In the upper layer, $\phi\propto\sinh[k(d/2+h-z)]$, which vanishes on the plate. Let $\phi_n$ be the amplitude at the upper face, and define $e_i=\sqrt{e_xe_z}$ and $b=(d/2)\sqrt{e_x/e_z}$, so that $e_z\kappa=e_ik$ and $\kappa d/2=kb$. Continuity of $D_z$ reads

$$P_n-\varepsilon_0e_ik\,\phi_n\coth kb=\varepsilon_0e_dk\,\phi_n\coth kh .$$

Therefore $\phi_n=P_nH(k)/\varepsilon_0$, with

$$\frac1{H(k)}=k\left[e_d\coth kh+e_i\coth kb\right].$$

With $\phi=0$ on the plates and $\nabla\cdot\mathbf D=0$, partial integration gives $\int\mathbf E\cdot\mathbf D\,dV=0$. The field energy is then $-\tfrac12\int\mathbf P\cdot\mathbf E\,dV$, which is half the face charge times its potential. Two faces and the mean value $\tfrac12$ of $\sin^2kx$ give $\tfrac12P_n\phi_n$ per harmonic, so

$$f(w)=\frac{P^2}{\varepsilon_0}\sum_{n\ \mathrm{odd}}\frac{8}{\pi^2n^2}H(k).$$

*Where Kittel's law holds.* If $h\gg w$ and $b\gg w$, both coth factors tend to 1 and $H=w/[n\pi(e_d+e_i)]$. With $\sum_{\rm odd}n^{-3}=\tfrac78\zeta(3)$,

$$f=\frac{7\zeta(3)P^2w}{\pi^3\varepsilon_0(e_d+e_i)},\qquad w^2=\frac{\pi^3\varepsilon_0(e_d+e_i)\,sd}{7\zeta(3)P^2},$$

where the second result follows from $d(sd/w+f)/dw=0$. For $e_x=e_z=100$ and vacuum outside, $e_d+e_i=101$. With $\varepsilon_0s/P^2=9.84\times10^{-4}$ nm,

$$w^2=\frac{31.0\times101\times9.84\times10^{-4}\times100}{8.41}\ \mathrm{nm}^2\approx36.6\ \mathrm{nm}^2 ,$$

so $w=6.05$ nm. Wall and stray energies are then 165 mJ/m² each. This is the number used in the argument. It belongs to a film with vacuum at its faces, not to one in contact with metal.

*The single domain.* As $w\to\infty$, $k\coth kh\to1/h$ and $e_ik\coth kb\to e_i/b=2e_z/d$. Since $\sum_{\rm odd}8/(\pi^2n^2)=1$, the energy tends to

$$f_0=\frac{P^2}{\varepsilon_0}H(0),\qquad H(0)=\frac1{e_d/h+2e_z/d}.$$

Because $x\coth x>1$, $H(k)<H(0)$ and $f(w)<f_0$. Stripes do reduce the stray energy, but by less than $f_0$, which itself vanishes with $h$.

**When is there a finite width?**

The saving $f_0-f(w)$ must pay for the walls. Its dependence on $w$ follows from an expansion in modes across the half stack $0<z<d/2+h$. With local permittivities $\epsilon_z(z)$ and $\epsilon_x(z)$, each harmonic obeys

$$-(\epsilon_z\phi')'+k^2\epsilon_x\phi=\frac{P_n}{\varepsilon_0}\,\delta(z-d/2),$$

with $\phi=0$ at both ends. Let $-(\epsilon_zu_j')'=q_j^2\epsilon_xu_j$ with the same end conditions and $\int\epsilon_xu_ju_l\,dz=\delta_{jl}$. Projecting on $u_j$ gives the coefficient $P_nu_j(d/2)/[\varepsilon_0(k^2+q_j^2)]$, and hence

$$H(k)=\sum_j\frac{r_j}{k^2+q_j^2},\qquad r_j=u_j(d/2)^2\ge0 .$$

Now use

$$\frac1{q_j^2}-\frac1{k^2+q_j^2}=\frac{k^2}{q_j^2(k^2+q_j^2)},\qquad \frac{8k^2}{\pi^2n^2}=\frac8{w^2},$$

and the partial-fraction series of tanh, $\sum_{\rm odd}(k^2+q^2)^{-1}=(w/4q)\tanh(qw/2)$. The result is

$$T(w)\equiv w\,[f_0-f(w)]=\frac{2P^2}{\varepsilon_0}\sum_j\frac{r_j}{q_j^3}\tanh\frac{q_jw}2 .$$

$T$ is the electrostatic gain per unit length of wall. It rises from zero, is concave, and saturates at the gain of an isolated wall,

$$g=\frac{2P^2}{\varepsilon_0}\sum_j\frac{r_j}{q_j^3}=\frac{4P^2}{\pi\varepsilon_0}\int_0^\infty\frac{H(0)-H(k)}{k^2}\,dk ,$$

where the integral follows term by term from $\int_0^\infty dk/(k^2+q^2)=\pi/2q$. The total energy and its slope are

$$F-f_0=\frac{sd-T}{w},\qquad \frac{dF}{dw}=\frac{(T-wT')-sd}{w^2}.$$

Since $(T-wT')'=-wT''>0$, the bracket $T-wT'$ climbs steadily from 0 to $g$. If $sd<g$, it meets $sd$ once. The slope changes there from negative to positive, and $F-f_0=-T'<0$, so these stripes beat the single domain. If $sd\ge g$, $F$ falls for all $w$ and no finite width is in equilibrium, not even a metastable one among equal stripes.

*Thin layers and thick films.* From $x\coth x-1\le x^2/3$ and $x\coth x-1\le x$, together with $H(k)\le H(0)\le h/e_d$, one can bound the integrand on $k<1/b$, on $1/b<k<1/h$ and on $k>1/h$. For $h<b$,

$$g\le\frac{4P^2}{\pi\varepsilon_0}\left\{\frac{h^2}{e_d^2}\left[\frac{e_dh+e_ib}{3b}+(e_d+e_i)\ln\frac bh\right]+\frac{h^2}{e_d}\right\}.$$

At fixed $d$, $g$ vanishes as $h\to0$, so stripes are lost before contact becomes ideal. At fixed $h$, $g$ grows at most logarithmically with $d$ while $sd$ grows linearly, so a sufficiently thick film has no stripe equilibrium. Kittel's law would give it ever wider stripes without end.

**Numbers**

Keep the film and let $e_d=40$. In units of $P^2/\varepsilon_0$, the wall cost is $sd=9.84\times10^{-4}\times100=0.098$ nm². The gain $g$ was found by quadrature of the integral, and $w$ by solving $T-wT'=sd$ numerically with the harmonic series.

| $h$ (nm) | $g$ (nm²) | $w$ (nm) |
|---|---|---|
| 0.25 | 0.019 | none |
| 0.5 | 0.064 | none |
| 1 | 0.201 | 18.4 |
| 2 | 0.599 | 9.2 |
| 5 | 2.22 | 7.3 |
| 20 | 10.1 | 7.1 |

The crossing $g=sd$ lies at $h\approx0.65$ nm. At $h=20$ nm the width agrees with Kittel's formula for $e_d=40$, which gives $6.05\sqrt{140/101}\approx7.1$ nm. Even there the bare-film constant is not the right one.

With $h=1$ nm fixed and $d$ varied:

| $d$ (nm) | $w$ (nm) | bare-film Kittel $w$ (nm) |
|---|---|---|
| 25 | 4.6 | 3.0 |
| 50 | 8.2 | 4.3 |
| 100 | 18.4 | 6.1 |
| 200 | 68 | 8.6 |
| 400 | none | 12.1 |

From 100 to 200 nm the width grows by a factor $68/18.4\approx3.7$, where the square-root law gives 1.4. Stripes are lost above $d\approx287$ nm, where $sd$ overtakes $g$.

**Limits of this analysis**

Rigid $P$ with linear response is an approximation. For the single domain at $d=100$ nm and $h=1$ nm, $H(0)=1/(40+2)$ nm, and the field is $2H(0)P/(\varepsilon_0d)\approx16$ MV/m. The linear term $\varepsilon_0e_zE$ is then about 5% of $P$, which is acceptable. For a single domain it would reach 20% at $h=5$ nm and 50% at $h=20$ nm. In stripes the linear term is larger near the faces. For the first harmonic, with $k=\pi/w$, $h=1$ nm and $w=18.4$ nm, continuity of $D_z$ gives the fraction $e_i\coth kb/(e_d\coth kh+e_i\coth kb)\approx0.3$ of $P_1$. For the high harmonics this fraction tends to $e_i/(e_d+e_i)=100/140\approx0.7$, which is the value approached at the face right next to a wall. At the faces of a bare film in the Kittel limit, the same term is a fraction $e_i/(e_d+e_i)=100/101$ of $P$, so the stripe widths found here, the 6.05 nm included, and the thresholds $h\approx0.65$ nm and $d\approx287$ nm are results of the linear model and not predictions for a material. A layer of 0.65 nm is also near the atomic scale, where $h$ and $e_d$ are best read as parameters of imperfect screening.

The layer is also taken to be a perfect insulator. In the single domain at $h=1$ nm it carries $H(0)P/\varepsilon_0\approx0.8$ V, a field of about 800 MV/m. A real insulating layer would be likely to leak or break down at such a field. Charge that crosses it and collects at the film face screens $P$ and changes the energies compared here.

**Assessment**

The conclusion of the argument does not follow. Its width balances the walls against a stray energy that ideal shorted electrodes remove. To claim equilibrium stripes, the argument must specify the screening at the contacts and show that the walls pay for themselves. In the model used here, with two equal contacts, this means $sd<g$, and the width then follows from $T-wT'=sd$. If that inequality fails, stripes that are nevertheless present need a cause outside this energy balance, such as pinning or the history of the film. In a real capacitor the contacts may differ, the walls have a finite width, the response is nonlinear and charge may leak, so $g$ and $w$ from this model are only estimates there.

Numbers in the example were calculated in double precision.
